\section*{Electron spectrum from Auger neutralization at a flat-band metal}

\section*{Problem}

A slow positive ion approaches a clean metal. One band electron drops into the ion's empty ground level, and a second band electron takes up the energy released. This process is Auger neutralization. Find the energy spectrum of the second electron under these assumptions:
\begin{itemize}
\item The metal has work function $W$. Its occupied band has a constant density of states from the Fermi level down to a depth $B$, and the temperature is zero.
\item The transition matrix element and the density of final states are constant.
\item The ion is singly charged and neutralizes at a fixed distance $z$ from a plane, perfectly screening surface. Its ionization energy far from the metal is $I_0$.
\end{itemize}
Measure the electron energy $E$ from the vacuum level, so that $E>0$ is the kinetic energy of an electron that has escaped.

\begin{enumerate}
\item[(a)] Find the ionization energy $I$ that applies at distance $z$.
\item[(b)] Find the internal spectrum $N(E)$, normalized to one excited electron per ion, and state when the result holds.
\item[(c)] Find the largest kinetic energy in vacuum and the fraction of excited electrons with $E>0$.
\item[(d)] Electrons start in all directions with equal probability and meet a plane barrier of height $V_0=W+B$, measured from the band bottom. Find the number that escape per ion.
\end{enumerate}

For numbers, take helium ions at a copper electrode, with rough values $I_0=24.6$ eV, $W=4.5$ eV, $B=8$ eV and $z=0.2$ nm.

\section*{Hints}

\begin{enumerate}
\item The ion is attracted by the charge it induces on the metal; the neutral atom feels only a much weaker van der Waals attraction, neglected here. Find the force first, then the work.
\item Give the two electrons binding energies $b_1$ and $b_2$ below vacuum. Write one energy balance for the pair.
\item At fixed $E$ the sum $b_1+b_2$ is fixed. Ask how long a range of $b_1$ remains available.
\item The final state must be empty, and the barrier acts on the motion normal to the surface.
\end{enumerate}

\section*{Solution}

\subsection*{(a) The shifted level}

An ion of charge $e$ at distance $z$ induces the surface charge density $\sigma(r)=-ez/[2\pi(r^2+z^2)^{3/2}]$. The normal component of each ring's pull carries a factor $z/\sqrt{r^2+z^2}$. The attractive force is therefore
\begin{align}
F(z)&=\int_0^\infty 2\pi r\,|\sigma(r)|\,
\frac{e}{4\pi\varepsilon_0(r^2+z^2)}\,
\frac{z}{\sqrt{r^2+z^2}}\,dr \nonumber\\
&=\frac{e^2z^2}{4\pi\varepsilon_0}\int_0^\infty\frac{r\,dr}{(r^2+z^2)^3}
=\frac{e^2z^2}{4\pi\varepsilon_0}\,\frac{1}{4z^4}
=\frac{e^2}{16\pi\varepsilon_0z^2}.
\end{align}
Bringing the ion from infinity to $z$ lowers its energy by $\int_z^\infty F\,dz'=e^2/(16\pi\varepsilon_0z)$. The initial state is lowered by this amount. The neutral final state has no $1/z$ term, and we neglect terms in $1/z^3$; for helium at a perfect conductor they would raise $I$ by about $0.06$ eV at $0.2$ nm. So less energy is released:
\begin{equation}
I=I_0-\frac{e^2}{16\pi\varepsilon_0z}.
\end{equation}
With $e^2/(4\pi\varepsilon_0)=1.440$ eV nm, the shift is $1.440/(4\times0.2)=1.80$ eV, and $I=24.6-1.8=22.8$ eV.

\subsection*{(b) The internal spectrum}

Taking the first electron to the vacuum level costs $b_1$, and placing it in the ion returns $I$. The second electron starts at energy $-b_2$ and receives the difference:
\begin{equation}
E=I-b_1-b_2,\qquad W\le b_1,b_2\le W+B. \label{balance}
\end{equation}
In Fermi's golden rule the matrix element and all densities of states are constants. Counting each pair once instead of twice also changes just the prefactor. What remains is
\begin{equation}
N(E)\propto\int_W^{W+B}\!\!db_1\int_W^{W+B}\!\!db_2\;\delta(E-I+b_1+b_2).
\end{equation}
Measure the energies from the Fermi level by $u_i=b_i-W$, and define $x=I-2W-E$. The delta function becomes $\delta(u_1+u_2-x)$. Integrating over $u_2$ gives 1 if $u_2=x-u_1$ lies between 0 and $B$, which requires $x-B\le u_1\le x$. Since also $0\le u_1\le B$, the integral is the length
\begin{equation}
L(x)=\min(x,B)-\max(0,x-B)=
\begin{cases}x,&0\le x\le B,\\ 2B-x,&B\le x\le2B.\end{cases}
\end{equation}
Its area is $B^2/2+B^2/2=B^2$. Dividing by this area and restoring $E$ gives
\begin{equation}
N(E)=\begin{cases}
\dfrac{I-2W-E}{B^2},& I-2W-B\le E\le I-2W,\\[2mm]
\dfrac{E-I+2W+2B}{B^2},& I-2W-2B\le E\le I-2W-B,
\end{cases}\label{triangle}
\end{equation}
and zero elsewhere. The spectrum is a symmetric triangle of height $1/B$. It falls to half height at $x=B/2$ and $x=3B/2$, so its full width at half maximum is $B$. The apex is the energy that the largest range of pairs can supply; at either end both electrons must come from the same edge of the band.

The final state must lie above the Fermi level, $E>-W$. The whole triangle meets this condition if $I-2W-2B\ge-W$, that is, if $2B\le I-W$. Here $16<18.3$ eV, so it does. With $B=10$ eV and the other values held fixed, pairs with $x>I-W$ would be blocked. They form a fraction $(2B-I+W)^2/(2B^2)=1.7^2/200$, or 1.4\%, of the triangle.

The ground level also lies below the band, because $I=22.8$ eV exceeds $W+B=12.5$ eV. A single band electron therefore cannot enter it resonantly.

For the example, the apex is at $22.8-9-8=5.8$ eV with height $0.125$ per eV, and the lower end is at $-2.2$ eV.

\subsection*{(c) The upper limit and the vacuum fraction}

By Eq.~(\ref{balance}), $E$ is largest when both electrons start at the Fermi level, $b_1=b_2=W$:
\begin{equation}
E_{\max}=I-2W=22.8-9.0=13.8\ \text{eV}=2.21\times10^{-18}\ \text{J}.
\end{equation}
One $W$ is paid for each electron, although just one leaves. No electron is emitted unless $I>2W$. At fixed $I$, raising $W$ by $0.5$ eV lowers the limit by $1.0$ eV.

Write $t=I-2W$. In the example $B<t<2B$, so the part below vacuum is a small triangle of base and height $2B-t$ in the $L(x)$ plot. The fraction above vacuum is
\begin{equation}
1-\frac{(2B-t)^2}{2B^2}=1-\frac{2.2^2}{128}=0.962.
\end{equation}

\subsection*{(d) Escape}

An electron of energy $E$ has kinetic energy $K=E+V_0$ inside the metal. A plane barrier conserves the momentum parallel to the surface, so escape requires $K\cos^2\theta>V_0$ and outward motion. We treat the barrier classically: every electron meeting this condition escapes, with no quantum reflection. For isotropic directions $\cos\theta$ is uniform between $-1$ and 1, which gives
\begin{equation}
P(E)=\frac12\int_{\sqrt{V_0/K}}^{1}d(\cos\theta)
=\frac12\left(1-\sqrt{\frac{V_0}{E+V_0}}\right).
\end{equation}
The yield is $\int_0^tN(E)P(E)\,dE$. Numerical quadrature gives $0.082$ electrons per ion, with a mean vacuum energy of $7.3$ eV. These values suit a barrier that rises smoothly over about $0.1$ nm or more. An abrupt step transmits only the fraction $4kk'/(k+k')^2$, with $k$ and $k'$ the normal wave numbers inside and outside; it lowers the yield to $0.065$ and moves the external peak to about $6.5$ eV.

Escape favours fast electrons, so the external spectrum is no longer a symmetric triangle. Its peak moves slightly, from 5.8 to 5.9 eV. Just above the apex $N$ falls at the relative rate $1/B=0.125$ per eV, while $P$ rises at $P'/P=0.130$ per eV, so the product still grows a little. The upper limit stays at $I-2W$, because $P$ is positive there.

\subsection*{How sharp is the upper limit?}

\textit{Temperature.} Let $y=E-(I-2W)$, let $f(\epsilon)=1/(e^{\epsilon/kT}+1)$, and measure $\epsilon$ from the Fermi level. Near the edge, $L$ is replaced by $\int f(\epsilon)f(y-\epsilon)\,d\epsilon$. Putting the fractions over a common denominator shows that
\begin{equation}
f(\epsilon)f(y-\epsilon)=\frac{1-f(\epsilon)-f(y-\epsilon)}{e^{y/kT}-1}.
\end{equation}
Since $1-f(y-\epsilon)=f(\epsilon-y)$, the numerator is the difference of two Fermi steps displaced by $y$, and its integral is $y$. The edge becomes $y/(e^{y/kT}-1)$, which equals $kT$ at $y=0$. At 300 K, $kT=0.026$ eV, and the height at the nominal limit is 0.3\% of the apex height.

\textit{Motion of the ion.} Let the neutralization rate be $\Gamma=Ae^{-az}$ and the normal speed $v$ be constant. The ion reaches $z$ without being neutralized with probability $\exp[-\int_z^\infty\Gamma(z')\,dz'/v]=e^{-\Gamma/(av)}$, and it is then neutralized at the rate $\Gamma/v$ per unit length. The probability density of neutralizing at $z$ is therefore $(\Gamma/v)e^{-\Gamma/(av)}$. The derivative of its logarithm is $-a+\Gamma/v$, so the maximum lies where $\Gamma=av$. Take a 10 eV ion, for which $v=2.2\times10^4$ m/s, and a rough $a=30$ nm$^{-1}$, with $A$ set to put the maximum at $0.2$ nm. Then $\Gamma=6.6\times10^{14}$ s$^{-1}$, and the level width $\hbar\Gamma$ is about $0.4$ eV. Averaging the image shift numerically over this distribution gives a mean of $1.7$ eV and a standard deviation of $0.3$ eV. In this example, the spread of neutralization distances blurs the edge several times more than a temperature of 300 K does: the standard deviations are $0.3$ and $0.07$ eV. The level width of $0.4$ eV blurs the edge at least as much as the spread of distances.

\textit{Final states.} Weighting the triangle by $\sqrt{E+V_0}$, as for free electrons, raises its mean energy from 5.8 to 6.1 eV by quadrature. The end point does not move.

\subsection*{Comparison with a real electrode}

The values of $I_0$ and $W$ are typical of helium and clean copper, while $B$ is a rough width for copper's broad $sp$ band. The classical image law is being stretched at $0.2$ nm, and any error in the shift moves the upper limit by the same amount. Measured yields for slow helium ions on clean metals are roughly $0.2$ to $0.3$ electrons per ion, more than twice the model's value. One possible contribution, not tested here, is that electrons excited at the surface start preferentially outwards. Sending all of them into the outward half-space, with equal probability for each outward direction, would double the yield to $0.16$, which is still below the measured values. Adsorbed layers on a plasma electrode change $W$, and a thick oxide removes the metallic band assumed here. For copper itself, the flat band is also a poor assumption, because it leaves out the $d$ electrons; Variation 2 adds them.

\section*{Variation 1: a less energetic ion}

\textit{Let $I=14$ eV, with $W$ and $B$ unchanged. What fraction of the excited electrons lies above vacuum?}

Now $t=5$ eV and the apex is at $-3$ eV, below vacuum. The part above vacuum lies wholly on the descending side, between $x=0$ and $x=t$, and has area $t^2/2=12.5$ eV$^2$. Relative to the full triangle this is $12.5/64=0.195$.

The full triangle is not available, however, because $2B=16$ eV exceeds $I-W=9.5$ eV. Blocking removes the area $(16-9.5)^2/2=21.1$ eV$^2$ and leaves $42.9$ eV$^2$. The fraction of electrons actually excited that lie above vacuum is
\begin{equation}
\frac{12.5}{42.9}=0.29.
\end{equation}
If $I$ falls to 8 eV, then $t=-1$ eV and this process emits nothing.

\section*{Variation 2: adding a $d$ band}

\textit{Return to $I=22.8$ eV. Besides one electron spread evenly over the 8 eV band, place ten electrons evenly between 2 and 5 eV below the Fermi level, roughly where copper has its $d$ band. Keep all matrix elements equal. What changes?}

The spectrum is now the self-convolution of the new density of states. Pairs of $d$ electrons give a triangle from $x=4$ to $x=10$ eV with its apex at $x=7$ eV, so the peak moves to $13.8-7=6.8$ eV. Numerical convolution gives a full width at half maximum of $3.2$ eV, against 8 eV for the flat band.

The limit $I-2W$ survives, because the broad band still reaches the Fermi level, but it becomes hard to see. Within 2 eV of the limit both electrons must come from the broad band. The flat-band fraction there is $2^2/(2\times64)=0.031$. The eleven electrons multiply the total pair weight by $11^2=121$, which reduces this fraction to $0.00026$.

Equal matrix elements make this a severe case: compact $d$ orbitals reach less far towards the ion, which should weaken their share. Repulsion between two $d$ holes would also lower the emitted energy, and is omitted. With equal matrix elements, the width of the spectrum is close to the 3 eV width of the $d$ region, which supplies most pairs, and not to the 8 eV width of the whole occupied band. This depends on the $d$ share: weighting each $d$ electron by $0.1$ gives a width of $5.4$ eV, and by $0.03$ a width of $7.5$ eV.

Numbers in the example were calculated in double precision.
